\section*{Injection velocity in a nonparabolic two-dimensional channel}

\section*{Problem}

A thin transistor channel carries electrons in one subband of one isotropic valley with twofold spin degeneracy. At the top of the source barrier the energy $E$, measured from the subband bottom, obeys the Kane relation
\begin{equation}
E(1+\alpha E)=\frac{k^2}{2m},
\label{eq:kane}
\end{equation}
where $k$ is the in-plane wavenumber, $m=0.041$ is the mass at the subband bottom in electron masses, and $\alpha=1.3$ per eV. The algebra uses atomic units, $\hbar=m_e=e=1$.

Transport is along $x$. The temperature is zero, and nothing scatters in the channel. The drain Fermi level lies below the barrier top, so all electrons there came from the source and have $k_x>0$. Their density is $n_+=2\times10^{12}$ cm$^{-2}$. The injection velocity $v_{\rm inj}$ is the mean of their velocity component along $x$.

\begin{enumerate}
\item Find $v_{\rm inj}$ for a parabolic band, $\alpha=0$.
\item Find $v_{\rm inj}$ for the Kane band at the same $m$ and $n_+$.
\item By what percentage does nonparabolicity lower the injection velocity?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Count states in $k$ space before using any energy. Does the filled region depend on $\alpha$?
\item Differentiate \eqref{eq:kane} as it stands to get the group velocity; there is no need to solve for $E$ first.
\item The velocity is parallel to $\mathbf k$, so the averages over direction and over $k$ separate.
\item Measure $k$ in units of its largest filled value. The comparison then depends on a single dimensionless number.
\item The remaining integral contains $u^2/\sqrt{1+bu^2}$. Write this as $u$ times the derivative of something, and integrate by parts.
\end{enumerate}

\section*{Solution}

\subsection*{The filled states}

At fixed direction, $E$ rises with $k$. The lowest forward states therefore fill a half-disk $k<k_F$, $k_x>0$, of area $\pi k_F^2/2$. Each spin has $1/(2\pi)^2$ states per unit area of the channel and per unit area of $k$ space, so
\begin{equation}
n_+=2\,\frac{1}{(2\pi)^2}\,\frac{\pi k_F^2}{2}=\frac{k_F^2}{4\pi},
\qquad k_F=\sqrt{4\pi n_+}.
\label{eq:kf}
\end{equation}
A full disk would give $k_F^2/(2\pi)$; the missing factor of two reflects the absence of electrons from the drain. Neither $m$ nor $\alpha$ appears in \eqref{eq:kf}. At equal $n_+$ the two bands fill the same states, and the velocities differ because the same $k$ moves at a different speed.

\subsection*{The group velocity}

Differentiating \eqref{eq:kane} with respect to $k$ gives
\begin{equation}
(1+2\alpha E)\frac{dE}{dk}=\frac{k}{m}
\quad\Rightarrow\quad
v(k)=\frac{dE}{dk}=\frac{k/m}{1+2\alpha E}.
\end{equation}
To remove $E$, square the denominator and use \eqref{eq:kane}:
\begin{equation}
(1+2\alpha E)^2=1+4\alpha E(1+\alpha E)=1+\frac{2\alpha k^2}{m}.
\end{equation}
The upper band has $1+2\alpha E>0$, so the positive root applies:
\begin{equation}
v(k)=\frac{k}{m}\,\frac{1}{\sqrt{1+2\alpha k^2/m}}.
\label{eq:v}
\end{equation}
The same root gives the Fermi energy. With $\gamma_F=k_F^2/(2m)$, which is the Fermi energy of the parabolic band,
\begin{equation}
E_F=\frac{\sqrt{1+4\alpha\gamma_F}-1}{2\alpha}.
\label{eq:ef}
\end{equation}

The relation \eqref{eq:kane} comes from the repulsion of two bands. Take a conduction state at energy $0$ and a valence state at $-1/\alpha$, coupled by $Pk$. The eigenvalue condition is $E(E+1/\alpha)=P^2k^2$. Multiplying by $\alpha$ gives \eqref{eq:kane} if $\alpha P^2=1/(2m)$. In this model $1/\alpha$ is the gap, here $0.77$ eV. While $Pk$ is small against the gap, the repulsion gives the upper band a parabolic shape. Once $Pk$ is comparable with the gap, the band turns towards a straight line, so the velocity stops growing in proportion to $k$.

\subsection*{The average over the half-disk}

Let $\theta$ be the angle between $\mathbf k$ and the $x$ axis, so that $v_x=v(k)\cos\theta$. Then
\begin{equation}
v_{\rm inj}=
\frac{\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta\int_0^{k_F}v(k)\,k\,dk}
{\int_{-\pi/2}^{\pi/2}d\theta\int_0^{k_F}k\,dk}
=\frac{2}{\pi}\,\frac{2}{k_F^2}\int_0^{k_F}v(k)\,k\,dk .
\label{eq:avg}
\end{equation}
The angular integrals are $2$ and $\pi$, and the radial one below is $k_F^2/2$.

For $\alpha=0$, $v=k/m$ and the remaining integral is $k_F^3/(3m)$. This answers the first question:
\begin{equation}
v_0=\frac{4k_F}{3\pi m}.
\label{eq:v0}
\end{equation}
The factor $4/(3\pi)$ is the product of $2/3$, the mean of $k/k_F$ over a disk, and $2/\pi$, the mean of $\cos\theta$.

For the Kane band, insert \eqref{eq:v} in \eqref{eq:avg} and set $k=k_Fu$:
\begin{equation}
v_{\rm inj}=\frac{4k_F}{\pi m}\int_0^1\frac{u^2\,du}{\sqrt{1+bu^2}},
\qquad b=\frac{2\alpha k_F^2}{m}=4\alpha\gamma_F .
\end{equation}
Dividing by \eqref{eq:v0} leaves the ratio
\begin{equation}
R(b)=\frac{v_{\rm inj}}{v_0}=3I,\qquad
I=\int_0^1\frac{u^2\,du}{\sqrt{1+bu^2}} .
\label{eq:R}
\end{equation}

Since $u/\sqrt{1+bu^2}$ is the derivative of $\sqrt{1+bu^2}/b$, integration by parts gives
\begin{equation}
I=\frac{\sqrt{1+b}}{b}-\frac1b\int_0^1\sqrt{1+bu^2}\,du .
\end{equation}
Write the last integrand as $(1+bu^2)/\sqrt{1+bu^2}$. Its integral is then
\begin{equation}
\int_0^1\frac{du}{\sqrt{1+bu^2}}+bI
=\frac{\operatorname{arsinh}\sqrt b}{\sqrt b}+bI .
\end{equation}
After division by $b$, the term $bI$ becomes $I$, which moves to the left and makes $2I$ there. Therefore
\begin{equation}
R(b)=\frac32\left[\frac{\sqrt{1+b}}{b}-\frac{\operatorname{arsinh}\sqrt b}{b^{3/2}}\right].
\label{eq:closed}
\end{equation}
The second question is answered by $v_{\rm inj}=v_0R(b)$.

\subsection*{The numbers}

The density is $0.02$ nm$^{-2}$, so $k_F^2=4\pi\times0.02=0.2513$ nm$^{-2}$ and $k_F=0.5013$ nm$^{-1}$. With $\hbar$ and $m_e$ restored, $\hbar^2/(2m_e)=0.0381$ eV\,nm$^2$, and
\begin{align}
\gamma_F&=\frac{0.0381\times0.2513}{0.041}\ \text{eV}=0.2335\ \text{eV},\\
b&=4\times1.3\times0.2335=1.214,\\
E_F&=\frac{1.488-1}{2\times1.3}\ \text{eV}=0.188\ \text{eV}.
\end{align}
Here $\sqrt{1+b}=1.488$. The next step is a subtraction, which magnifies rounding errors, so one more digit is kept: $b=1.2145$, $\sqrt{1+b}=1.4881$ and $b^{3/2}=1.3384$. With $\operatorname{arsinh}\sqrt b=0.9517$,
\begin{equation}
R=1.5\left(\frac{1.4881}{1.2145}-\frac{0.9517}{1.3384}\right)
=1.5\,(1.2253-0.7111)=0.771 .
\end{equation}
The injection velocity is lowered by $1-R$, or about 23 percent of the parabolic value. This answers the third question.

In absolute terms $v_0=6.01\times10^7$ cm/s and $v_{\rm inj}=4.63\times10^7$ cm/s; as $\hbar v$ these are $3.95$ and $3.05$ eV\,\AA. The ballistic current per width is $en_+v_{\rm inj}$, which falls from $1.93$ to $1.48$ mA/$\mu$m at fixed $n_+$.

The average can also be taken without \eqref{eq:kf} or \eqref{eq:closed}. For the same $m$, $\alpha$ and $n_+$, the 150\,000 lowest forward orbital states of a large periodic box were filled, with energies from the two-band matrix and velocities from finite differences of those energies. Compared with the same sum for a parabola, the reduction is again $22.9$ percent.

At zero temperature the drain injects nothing if its Fermi level, which lies $eV_D$ below that of the source, is below the barrier top. This requires $eV_D>E_F$, a drain voltage above about $0.19$ V for the Kane band and above $\gamma_F/e\approx0.23$ V for the parabolic band.

\subsection*{Weak and strong nonparabolicity}

For small $b$, expand the root in \eqref{eq:R} and integrate term by term:
\begin{align}
R&=3\int_0^1u^2\left(1-\frac{bu^2}{2}+\frac{3b^2u^4}{8}-\dots\right)du\nonumber\\
&=1-\frac{3b}{10}+\frac{9b^2}{56}-\dots
\label{eq:series}
\end{align}
The first correction alone would give a reduction of $36$ percent, well above the true value. Adding terms does not cure this. The ratio of successive binomial coefficients of $(1+x)^{-1/2}$ tends to $-1$, so the ratio of successive terms in \eqref{eq:series} tends to $-b$. With $b=1.214$ the terms eventually grow and the series diverges. The closed form and a numerical integration of \eqref{eq:R} both avoid this problem.

For large $b$, the first term of \eqref{eq:closed} dominates and $R\to3/(2\sqrt b)$. Since $\sqrt b=k_F\sqrt{2\alpha/m}$,
\begin{equation}
v_{\rm inj}\to\frac{4k_F}{3\pi m}\,\frac{3}{2k_F}\sqrt{\frac{m}{2\alpha}}
=\frac2\pi\,\frac{1}{\sqrt{2\alpha m}} .
\label{eq:sat}
\end{equation}
The density has dropped out. By \eqref{eq:v} no state moves faster than $1/\sqrt{2\alpha m}$, and in this limit nearly all electrons move at that speed, leaving the directional factor $2/\pi$. Equation \eqref{eq:sat} is thus an upper bound on $v_{\rm inj}$ in this model. The example reaches the fraction $2\sqrt b\,R/3=0.57$ of it. The fraction is $0.84$ at $E_F=1/\alpha$ and reaches $0.98$ only at $E_F=5/\alpha$, here $3.8$ eV. Other bands would matter at such energies, so the limit describes the formula better than it describes a semiconductor.

The average falls less than the speed at the Fermi edge. By \eqref{eq:v} the edge speed is multiplied by $1/\sqrt{1+b}$, a reduction of $33$ percent. States further inside the half-disk have a smaller $bu^2$ and lose less, which brings the average reduction down to $23$ percent.

\subsection*{Real channels}

The parameters lie in the regime of light-mass III-V quantum-well transistors, where masses of a few hundredths, $\alpha$ near one per eV and sheet densities of some $10^{12}$ cm$^{-2}$ are rough typical values. Injection velocities inferred for such devices are, as a rough size, a few times $10^7$ cm/s, the order of magnitude found here. The 23 percent assumes that $m$ and $\alpha$ belong to the subband. If they are bulk values, confinement changes the answer considerably, as the second variation shows. An uncertainty of $0.2$ per eV in $\alpha$ moves the reduction between $20.5$ and $25.1$ percent.

As long as the drain injects nothing, temperature matters little, because the gas is strongly degenerate. At $300$ K and the same $n_+$, the two velocities become $6.10\times10^7$ and $4.70\times10^7$ cm/s, each between one and two percent higher, and the reduction remains $23$ percent. A warm drain needs more voltage to stay silent, however. At $0.19$ V its electrons would add about $7$ percent to the density in the Kane band and lower the mean velocity to $4.19\times10^7$ cm/s; at $0.3$ V they add only about $0.1$ percent in the Kane band and about $0.8$ percent in the parabolic one.

Scattering lowers the absolute velocity and can also change the comparison of the two bands. Let $F_\pm$ be the forward and backward fluxes in a critical region of length $\ell$ next to the barrier top, beyond which no carrier returns. For a backscattering mean free path $\lambda$,
\begin{equation}
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\end{equation}
The net flux $F=F_+-F_-$ is constant, and $F_-(\ell)=0$. Integrating back to the barrier top gives $F_-(0)=F\ell/\lambda$ and $F_+(0)=F(1+\ell/\lambda)$. The returned fraction is $r=F_-(0)/F_+(0)=\ell/(\ell+\lambda)$. If returning electrons have the same mean speed as forward ones, the total density is $n_+(1+r)$ and the net flux is $n_+v_{\rm inj}(1-r)$. The mean velocity is then $v_{\rm inj}(1-r)/(1+r)$. For the rough values $\lambda=100$ nm and $\ell=10$ nm, $r=0.091$ and the factor is $0.83$. It cancels from the comparison of the two bands if $\lambda$ and $\ell$ are the same in both. They need not be. For elastic scattering by short-range defects, with the matrix element taken as the same constant in both bands, the scattering rate is proportional to the density of states, and hence to $k/v$. The mean free path, speed divided by rate, then varies as $v^2/k$. At the common $k_F$ it is shorter in the Kane band by the factor $1/(1+b)=0.45$. With this Fermi-edge estimate, $\lambda=100$ nm in the parabolic band and $\ell=10$ nm in both, the reduction grows from $23$ to $36$ percent. A constant matrix element overstates the effect. In the two-band model a state at $k_F$ has the valence weight $\alpha E_F/(1+2\alpha E_F)=0.16$, and the overlap of states moving in opposite directions is reduced. For a defect potential acting equally on both bands, with the coupling $P(k_x-ik_y)$, this lowers the momentum-relaxing rate by a factor of about $0.59$. The mean free path is then shorter by about $0.77$ instead of $0.45$, and the reduction is about $27$ percent.

A short barrier also lets electrons tunnel below its top and reflects some above it. Take the shape $V_0/\cosh^2(x/d)$ with $V_0=0.1$ eV above the source band bottom, $d=5$ nm and a parabolic band of mass $m$. At zero temperature, with the source Fermi level held at $\gamma_F=0.2335$ eV above the barrier top, and with no electrons coming from the drain at any energy, the current rises by $4.8$ percent relative to a classical barrier. Reflection can only lower the current, so the positive sign means that tunnelling outweighs it. The size belongs to this symmetric shape and empty drain. If the drain Fermi level lies at the barrier top, electrons tunnelling back cut the gain to $2.0$ percent. If the drain side of the barrier is lowered by $0.3$ eV at the same height and curvature, the gain depends on the shape chosen. It is about $2.3$ percent for the smooth form $As+Bs(1-s)$ with $s=1/(1+e^{-x/L})$, $A=-0.3$ eV, $B=0.9$ eV and $L=3.33$ nm, and about $3.2$ percent for two $1/\cosh^2$ halves joined at the top.

\section*{Variation 1: equal Fermi energy}

\textit{Compare the two bands at the same height $E_F=0.188$ eV of the source Fermi level above the barrier top, instead of the same $n_+$. How do the velocity and the current compare?}

The Kane band is unchanged. The parabolic band now fills states up to $k=\sqrt{2mE_F}$, and \eqref{eq:v0} gives
\begin{equation}
v_0'=\frac{4}{3\pi}\sqrt{\frac{2E_F}{m}}=v_0\sqrt{\frac{E_F}{\gamma_F}} .
\end{equation}
Because $\gamma_F=E_F(1+\alpha E_F)$,
\begin{equation}
\frac{v_{\rm inj}}{v_0'}=R\sqrt{1+\alpha E_F}=0.771\sqrt{1.244}=0.860 .
\end{equation}
The reduction is $14$ percent. It is smaller because the parabolic band now holds fewer electrons, which are slower on average than before.

The density is proportional to the square of the largest filled $k$, so the Kane band holds $1+\alpha E_F=1.244$ times as many electrons. The current ratio is therefore $0.860\times1.244=1.07$. At equal Fermi energy the nonparabolic band carries about 7 percent \emph{more} current, whereas at equal density it carries 23 percent less. The sign follows from writing the flux as an integral over energy. With $v\,dk=dE$,
\begin{equation}
n_+v_{\rm inj}=\frac{2}{(2\pi)^2}\,2\int_0^{k_F}v\,k\,dk
=\frac1{\pi^2}\int_0^{E_F}k(E)\,dE ,
\end{equation}
and at each energy the Kane band has the larger $k$. A statement that nonparabolicity lowers the current must say what is held fixed.

\section*{Variation 2: bulk parameters in a narrow well}

\textit{Suppose that $m=0.041$ and $\alpha=1.3$ per eV describe the bulk band, and that the channel is a well of width $W=8$ nm with hard walls. Find the injection velocity at the same $n_+$.}

In the lowest subband the wavenumber across the well is $\pi/W$. The energy $E_t$ from the bulk band edge obeys
\begin{equation}
E_t(1+\alpha E_t)=\gamma_1+\frac{k^2}{2m},\qquad
\gamma_1=\frac{1}{2m}\left(\frac{\pi}{W}\right)^2 .
\end{equation}
Let $E_1$ be the subband bottom, so that $E_1(1+\alpha E_1)=\gamma_1$, and put $E_t=E_1+E$. Subtracting the equation for $E_1$ leaves
\begin{equation}
E(1+2\alpha E_1)+\alpha E^2=\frac{k^2}{2m}.
\end{equation}
Division by $c=1+2\alpha E_1$ restores the Kane form, with
\begin{equation}
m'=cm,\qquad \alpha'=\frac{\alpha}{c}.
\end{equation}
Confinement makes the subband heavier at its bottom and less nonparabolic above it.

For $W=8$ nm, $E_1=0.1235$ eV and $c=1+2.6\times0.1235=1.321$. Hence $m'=0.0542$ and $\alpha'=0.984$ per eV. Since $b$ is proportional to $\alpha/m$, it becomes $b'=b/c^2=0.696$, for which \eqref{eq:closed} gives $R(b')=0.845$. The velocity is
\begin{equation}
v_{\rm well}=\frac{v_0}{c}R(b')=\frac{6.01\times10^7}{1.321}\times0.845\ \text{cm/s}
=3.84\times10^7\ \text{cm/s}.
\end{equation}
This is $36$ percent below the parabola with the bulk mass. Relative to the parabola with the subband's own mass $m'$, the reduction is $15.5$ percent. The original 23 percent answers neither of these questions; it requires $m$ and $\alpha$ to be subband values.

With hard walls, one subband suffices at zero temperature. The Fermi level lies at $0.277$ eV from the bulk edge, from $E_t(1+\alpha E_t)=\gamma_1+\gamma_F$, and the second subband starts at $0.383$ eV. At $300$ K the second subband holds forward electrons amounting to about $0.4$ percent of $n_+$. Four satellite valleys $0.5$ eV above the bulk edge, with a rough in-plane mass of $0.3$ and their own confinement ignored, hold less than $0.1$ percent. Real walls are finite and let the wave function spread, which lowers $E_1$. In the formulas above a lower $E_1$ means a smaller change of $m$ and $\alpha$, but they leave out the mass of the wall material, which also enters once the wave function reaches into it. Finite walls lower the second subband much more than the first. Take rough wall values of $0.52$ eV for the height, $0.075$ for the mass and $0.69$ per eV for the nonparabolicity, with the two-band mass $m(1+\alpha E)$ of each material, $E$ counted from its own band edge, in the matching conditions. The subbands then start near $0.07$ and $0.245$ eV, and the Fermi level lies only a few meV below the second. At $300$ K the second subband holds about a tenth of $n_+$ if the first is kept at $n_+$, and about $7.5$ percent if the total is. These values depend on the matching rule: with $m(1+2\alpha E)$ the Fermi level lies about $23$ meV below the second subband, and with band-edge masses about $14$ meV above it. Over these choices the share lies between about $5$ and $17$ percent, so the one-subband picture is marginal in a real $8$ nm well at this density.

\section*{Table of computed values}
\begin{verbatim}
mass: 0.041 electron masses
nonparabolicity: 1.3 1/eV
forward density: 2e+12 cm^-2
two-band gap 1/alpha: 0.7692 eV
Fermi wavenumber: 0.5013 1/nm
parabolic Fermi energy: 0.2335 eV
Kane Fermi energy: 0.1877 eV
parameter b: 1.214
sqrt(1+b): 1.488
asinh(sqrt(b)): 0.9517
velocity ratio R: 0.7713
parabolic injection velocity: 6.008e+07 cm/s
Kane injection velocity: 4.634e+07 cm/s
parabolic hbar*v: 3.954 eV angstrom
Kane hbar*v: 3.05 eV angstrom
reduction at equal density: 22.9 %
reduction from box states: 22.9 %
first-order reduction 3b/10: 36.4 %
reduction of Fermi-edge speed: 32.8 %
reduction at equal Fermi energy: 14 %
parabolic ballistic current: 1.93 mA/um
Kane ballistic current: 1.48 mA/um
reduction for alpha 1.1 per eV: 20.5 %
reduction for alpha 1.5 per eV: 25.1 %
temperature of use: 300 K
Kane chemical potential, hot: 0.1858 eV
parabolic velocity, hot: 6.1e+07 cm/s
Kane velocity, hot: 4.697e+07 cm/s
reduction, hot: 23 %
well width: 8 nm
first subband energy: 0.1235 eV
second subband energy: 0.3828 eV
subband-edge mass in well: 0.05416 electron masses
subband alpha in well: 0.9841 1/eV
Kane velocity in well: 3.845e+07 cm/s
well: reduction from bulk-mass parabola: 36 %
well: reduction from subband parabola: 15.5 %
second-subband density / n, hot: 0.36 %
satellite energy above bulk edge: 0.5 eV
satellite in-plane mass: 0.3 electron masses
number of satellite valleys: 4
satellite density / n, hot: 0.055 %
barrier height above source: 0.1 eV
barrier length d: 5 nm
current change, barrier waves: 4.8 %
backscattering mean free path: 100 nm
critical length: 10 nm
backscattered fraction: 0.0909
velocity factor, backscattering: 0.833
\end{verbatim}
